# Residual Resistivity from Phase Shifts and the Friedel Sum Rule

## Second half: what the sum rule fixes, and a worked silicide

### Symbols and results carried over

The carriers have density $n$, mass $m$, Fermi wavenumber $k_F$ and Fermi energy $\varepsilon_F$. There are $n_i$ defects per volume, each attracting $Z$ carriers, with $Z<0$ for repulsion. The phase shifts $\delta_l$ are taken at $\varepsilon_F$ and vanish at high energy. To first order in $n_i$,

$$\rho_0=\frac{4\pi\hbar n_i}{ne^2k_F}S,\quad
S=\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),\quad
\frac{\pi Z}{2}=\sum_l(2l+1)\delta_l.\tag{14}$$

The transport cross-section is $\sigma_{\rm tr}=4\pi S/k_F^2$ and the relaxation rate is $1/\tau=n_iv_F\sigma_{\rm tr}$. The scattering amplitude is $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta)$. The plane wave is $e^{ikr\mu}=\sum_l(2l+1)i^lj_l(kr)P_l(\mu)$.

### How much freedom remains

The sum rule is one equation for many phases. Its content is clearer in terms of the differences $\Delta_l=\delta_l-\delta_{l+1}$. Since $2l+1=(l+1)^2-l^2$, shifting the index of the second piece gives

$$\frac{\pi Z}{2}=\sum_l(l+1)^2\Delta_l,\qquad S=\sum_l(l+1)\sin^2\Delta_l.\tag{15}$$

This requires $l^2\delta_l\to0$ at large $l$, which holds for a screened potential. Resistivity and constraint depend on the same differences but weigh them differently.

Start with $Z=1$ and non-negative s and p phases. The rule gives $\delta_0=\pi/2-3\delta_1$, so

$$S=\cos^2(4\delta_1)+2\sin^2\delta_1,\qquad 0\le\delta_1\le\pi/6.$$

At $\delta_1=0$ the s-wave value $S=1$ returns. Over the allowed interval $S$ runs from 0.264 to 1. The same screening charge is thus compatible with resistivities that differ by a factor of 3.8.

For small phase differences and $l\le L$, a lower bound can be found. Replace the sine by its argument and apply Cauchy's inequality to the factors $(l+1)^{1/2}\Delta_l$ and $(l+1)^{3/2}$:

$$\left(\frac{\pi Z}{2}\right)^2\le\left[\sum_l(l+1)\Delta_l^2\right]\left[\sum_{l=0}^L(l+1)^3\right].$$

The sum of cubes is $[(L+1)(L+2)/2]^2$. Hence

$$S\ge\left[\frac{\pi Z}{(L+1)(L+2)}\right]^2,\tag{16}$$

with equality when $\Delta_l\propto l+1$. For $L=0$ this is the weak s-wave result $(\pi Z/2)^2$. As a test, $S$ with its full sines was minimized numerically for $Z=0.1$ and $L=2$. The search gave $6.8536\times10^{-4}$, and equation (16) gives $6.8539\times10^{-4}$. The tiny deficit has the expected sign, because $\sin^2\Delta<\Delta^2$. As $L$ grows the bound tends to zero: a charge screened through many partial waves can scatter mostly forward.

### Closing the problem with a screened potential

A definite resistivity needs a shape for the potential. Take

$$V(r)=-\frac{Ze^2}{4\pi\varepsilon_0}\,\frac{e^{-qr}}{r},\tag{17}$$

and let the sum rule fix $q$. Near the centre the carrier sees the full charge, and far away it sees none.

For $Z>0$ at most one $q$ can satisfy the rule. To show this, let $u_1$ and $u_2$ be radial solutions at the same energy in two potentials $V_1$ and $V_2$, both normalized to a sine of unit amplitude far away. Multiply each radial equation by the other solution and subtract. The energy and centrifugal terms cancel:

$$u_1u_2''-u_2u_1''=\frac{2m}{\hbar^2}(V_2-V_1)u_1u_2.$$

The left side is the derivative of $u_1u_2'-u_2u_1'$. That expression vanishes at $r=0$ and equals $k\sin(\delta^{(1)}-\delta^{(2)})$ far away. For a small change $dV$ it follows that

$$d\delta_l=-\frac{2m}{\hbar^2k}\int_0^\infty dV\,u_l^2\,dr.\tag{18}$$

Lowering $q$ deepens an attractive potential everywhere, so every phase rises and the sum passes its target once. For a repulsive potential every phase falls, with the same conclusion.

### Limit of a weak defect

Start equation (18) from $V=0$, where $u_l=kr\,j_l(kr)$. To first order in $V$,

$$\delta_l=-\frac{2mk}{\hbar^2}\int_0^\infty V\,r^2j_l^2(kr)\,dr.\tag{19}$$

The squared modulus of a plane wave is 1. Averaging its expansion over angles gives $\sum_l(2l+1)j_l^2=1$. With equation (17) and $\int_0^\infty re^{-qr}dr=1/q^2$,

$$\sum_l(2l+1)\delta_l=\frac{2mk_F}{\hbar^2}\,\frac{Ze^2}{4\pi\varepsilon_0q^2}
=\frac{2k_FZ}{a_0q^2},$$

where the last form is for the free mass and $a_0=4\pi\varepsilon_0\hbar^2/(m_ee^2)$ is the Bohr radius. Setting this equal to $\pi Z/2$ cancels $Z$:

$$q_{\rm TF}^2=\frac{4k_F}{\pi a_0}.\tag{20}$$

This is Thomas–Fermi screening, $q^2=e^2D/\varepsilon_0$, with the free-carrier density of states $D=mk_F/(\pi^2\hbar^2)$.

The amplitude has a matching limit. For small phases $f=k^{-1}\sum_l(2l+1)\delta_lP_l(\cos\theta)$. The sum $\sum_l(2l+1)j_l^2(kr)P_l(\cos\theta)$ is the average of $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$ over the directions of $\mathbf r$, because the average of $P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})P_{l'}(\hat{\mathbf k}'\cdot\hat{\mathbf r})$ is $\delta_{ll'}P_l(\cos\theta)/(2l+1)$. That average is $\sin(Kr)/(Kr)$, with $K=2k\sin(\theta/2)$. Therefore

$$f=\frac{2Z}{a_0K}\int_0^\infty e^{-qr}\sin(Kr)\,dr=\frac{2Z}{a_0(q^2+K^2)},$$

which is the Born amplitude. In $\sigma_{\rm tr}$ substitute $w=K^2=2k_F^2(1-\cos\theta)$ and put $x=4k_F^2/q^2$:

$$S_{\rm Born}=\frac{k_F^2}{4\pi}\sigma_{\rm tr}
=\frac{Z^2}{2a_0^2k_F^2}\int_0^{4k_F^2}\frac{w\,dw}{(q^2+w)^2}
=\frac{Z^2}{2a_0^2k_F^2}\left[\ln(1+x)-\frac{x}{1+x}\right].\tag{21}$$

Both limits were tested at $Z=0.01$ with phases from the full radial equation, at the carrier density used below. The fitted $q$ is 1.0024 times the Thomas–Fermi value, and $S$ is 1.0155 times the Born value.

### A worked case in the regime of cobalt disilicide

The parameters are round numbers: $n=3.0\times10^{22}$ cm$^{-3}$, the free mass, and $n_i=2.5\times10^{20}$ cm$^{-3}$. The defect density is roughly one per hundred formula units of CoSi$_2$. The charges $Z$ are model values and are not assigned to particular vacancies or impurities.

Equation (1) gives $k_F=9.613$ nm$^{-1}$, and $\varepsilon_F=3.52$ eV. With $\hbar/e^2=4108\ \Omega$ and $n_i/n=1/120$, the resistivity for $S=1$ is

$$\frac{4\pi\times4108\ \Omega}{120\times9.613\times10^{9}\ \mathrm{m^{-1}}}
=4.475\times10^{-8}\ \Omega\,\mathrm m=4.475\ \mu\Omega\,\mathrm{cm}.$$

For $Z=+1$ the sum rule requires $q=20.76$ nm$^{-1}$, against a Thomas–Fermi value of 15.21 nm$^{-1}$. The phases from $l=0$ to 4 are 1.3050, 0.0726, 0.0079, 0.0010 and 0.0001 rad. They add up as they should:

$$1.3050+3(0.0726)+5(0.0079)+7(0.0010)+9(0.0001)=1.570\approx\pi/2.$$

The first three terms of $S$ are

$$\sin^2(1.2324)+2\sin^2(0.0647)+3\sin^2(0.0069)=0.8898+0.0084+0.0001=0.898.$$

Hence $\rho_0=0.898\times4.475=4.02\ \mu\Omega$ cm. The transport cross-section is 0.122 nm$^2$. With 0.25 defects per nm$^3$ the mean free path is $\ell=1/(n_i\sigma_{\rm tr})=32.7$ nm, and $\tau=29.4$ fs.

The other two charges, at the same densities, give:

| $Z$ | $q$ (nm$^{-1}$) | $\delta_0$ (rad) | $\delta_1$ (rad) | $S$ | $\rho_0$ ($\mu\Omega$ cm) |
|---|---|---|---|---|---|
| $+1$ | 20.76 | 1.305 | 0.073 | 0.898 | 4.02 |
| $-1$ | 12.90 | $-0.672$ | $-0.181$ | 0.263 | 1.18 |
| $+2$ | 21.24 | 2.559 | 0.165 | 0.507 | 2.27 |

The sum rule itself was tested by counting levels in a large hard-walled sphere, with and without each fitted potential. Negative energies were included and the occupation was smoothed at $\varepsilon_F$. The displaced carriers numbered 0.997, $-1.000$ and 1.999. The same count gave $\delta_0=1.301$, $-0.672$ and 2.556 rad, which also confirms the branch of the phases.

In this potential, doubling the attractive charge lowers the resistivity. The reason is visible in the leading term of $S$: for $Z=+2$ the difference $\delta_0-\delta_1=2.394$ has passed $\pi/2$, and its squared sine has fallen to 0.462. The weak-scattering rule $\rho_0\propto Z^2$, which holds at fixed $q$, fails here. The fall is not general: for a square well of radius 0.15 nm, with its depth set by the same sum rule, the resistivity rises from 2.32 to 4.74 $\mu\Omega$ cm between $Z=1$ and $Z=2$.

The sign of the charge matters as well. For $Z=+1$ the s wave supplies 83% of the required phase sum, and for $Z=-1$ it supplies 43%. The rest of the repulsive screening sits in higher waves, where it costs less resistance. Which sign scatters more depends on the shape of the potential, however: at a radius of 0.20 nm, a repulsive square barrier gives 1.6 $\mu\Omega$ cm and an attractive square well 1.0.

The Born formula cannot replace the phases at these strengths. At $q=20.76$ nm$^{-1}$ equation (21) gives 1.36 $\mu\Omega$ cm for $Z=+1$, a third of the phase-shift result. At the $q$ found for $Z=-1$ it gives about 4.2 $\mu\Omega$ cm, which is 3.5 times too large.

### What the model leaves out

Each estimate below changes one thing in the case $Z=+1$, whose reference value is 4.02 $\mu\Omega$ cm.

**Shape of the potential.** A square well of radius 0.15 nm obeys the same sum rule when its depth is 4.47 eV. It gives 2.32 $\mu\Omega$ cm, 42% less. The size of the change depends on the radius chosen: a well of radius 0.20 nm needs a depth of 2.07 eV and gives only 1.03 $\mu\Omega$ cm. This is the price of having one constraint for many phases. Equation (17) is also not self-consistent: it obeys the sum rule but is not the potential of its own displaced charge. Screening the same point charge self-consistently at this density gives about 3.9 $\mu\Omega$ cm in the Hartree approximation and about 4.5 $\mu\Omega$ cm with local-density exchange and correlation, where $\delta_0$ lies close to $\pi/2$.

**Band mass.** A mass of $1.5\,m_e$ at the same $k_F$, with $q$ fitted again, gives 4.41 $\mu\Omega$ cm, a rise of 10%.

**Effective charge.** If atoms around the defect relax, the charge to be screened may change. Taking $Z=0.9$ in both the potential and the sum rule gives 3.52 $\mu\Omega$ cm, a fall of 12%.

**Thermal smearing.** In equation (7) the integrand weighs energies by $G=\varepsilon^2/S(\varepsilon)$, since $k^2v\tau\propto k^4/S$. Expanding $G$ about the chemical potential adds $(\pi^2/6)(k_BT)^2G''$. At fixed $n$ the chemical potential itself falls by $(\pi^2/12)(k_BT)^2/\varepsilon_F$. Together,

$$\frac{\delta\rho_0}{\rho_0}=-\frac{\pi^2}{6}(k_BT)^2\,\frac{G''-G'/(2\varepsilon_F)}{G}.$$

At 300 K, with the potential held fixed, this is $-1.5\times10^{-4}$ and can be ignored.

**Phonons.** Let a transport coupling $\lambda$ be defined by the high-temperature rate $1/\tau_{\rm ph}=2\pi\lambda k_BT/\hbar$. A rough $\lambda=0.4$ gives $m_e/(ne^2\tau_{\rm ph})=11.7\ \mu\Omega$ cm at 300 K. If the two rates simply add, the total is 15.7 $\mu\Omega$ cm, and the defects supply a quarter of it. The high-temperature rate overstates the phonon part when 300 K lies below the Debye temperature: a Bloch–Grüneisen spectrum with a Debye temperature of 400 to 600 K lowers the 11.7 by 9 to 19%.

**Film surfaces.** Let a film of thickness $d$ carry current in its plane and have surfaces that scatter diffusely. A carrier leaving a surface has no drift. In the relaxation-time approximation, after a height $z$ it has recovered the fraction $1-e^{-z/(\ell\mu)}$ of its bulk value, where $\mu$ is now the cosine of its angle to the film normal. Averaging over $z$, with the weight $1-\mu^2$ for in-plane velocity, gives

$$\frac{\rho_0}{\rho_{\rm film}}=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\ell\mu}{d}\left(1-e^{-d/(\ell\mu)}\right)\right]d\mu.$$

For $d=50$ nm and $\ell=32.7$ nm the film's resistivity is 1.30 times the bulk value, or 5.2 $\mu\Omega$ cm. This applies at low temperature, where defects alone set $\ell$. Fully diffuse surfaces are the worst case: specular surfaces add no resistance in this model, and epitaxial CoSi$_2$ films are reported to scatter largely specularly.

**Interference between defects.** Its scale is $1/(k_F\ell)=0.003$. The mean defect spacing, 1.6 nm, is also about ten times the radius of 0.15 nm within which the displaced carriers first add up to nearly one. Farther out their number only ripples, by several percent at first. The decay length of the potential, $1/q=0.048$ nm, is shorter still. The dilute limit is therefore reasonable for defects placed at random. Clustered defects would need a different treatment.

### Beside the real material

Cobalt disilicide is a metal that conducts mainly by holes. A carrier density of a few $10^{22}$ cm$^{-3}$ and a room-temperature film resistivity of roughly 15 $\mu\Omega$ cm are typical sizes. The total of 15.7 found above lies in that range, but this does not confirm the model, because $\lambda$ was a rough input. One defect per hundred formula units describes a rather defective film.

Of the effects estimated above, phonons matter most at room temperature: with the rough $\lambda$, including them raises the number from 4.0 to about 16 $\mu\Omega$ cm. For the residual part alone, the charge and the shape of the potential both matter greatly. The three charges in the table give values from 1.18 to 4.02 $\mu\Omega$ cm. With the charge fixed at $Z=+1$, the potentials tried above give values from 1.03 to about 4.5 $\mu\Omega$ cm. Knowing the charge alone is therefore not enough to predict the resistivity. The real material also has several Fermi-surface sheets, and a vacancy removes the scattering of a whole host atom, not just a charge. Neither effect has been sized. A prediction for a named defect would need its phase shifts computed in the actual crystal. Most of the computed values are listed in the numerical output.

## Calculated quantities

```
carrier density: 3.00e+22 cm^-3
defect density: 2.50e+20 cm^-3
Fermi wavenumber: 9.613 nm^-1
Fermi energy, free mass: 3.521 eV
resistivity for S=1: 4.475 uohm cm
Thomas-Fermi q: 15.208 nm^-1
Z=+1: fitted q: 20.763 nm^-1
Z=+1: delta_0..4 (rad): 1.3050 0.0726 0.0079 0.0010 0.0001
Z=+1: S: 0.8983 (no unit)
Z=+1: resistivity: 4.020 uohm cm
Z=+1: carriers counted in box: 0.9974
Z=+1: delta_0 from box count: 1.3005 rad
Z=-1: fitted q: 12.903 nm^-1
Z=-1: delta_0..4 (rad): -0.6724 -0.1805 -0.0467 -0.0119 -0.0031
Z=-1: S: 0.2626 (no unit)
Z=-1: resistivity: 1.175 uohm cm
Z=-1: carriers counted in box: -0.9999
Z=-1: delta_0 from box count: -0.6723 rad
Z=+2: fitted q: 21.241 nm^-1
Z=+2: delta_0..4 (rad): 2.5589 0.1647 0.0147 0.0018 0.0002
Z=+2: S: 0.5071 (no unit)
Z=+2: resistivity: 2.270 uohm cm
Z=+2: carriers counted in box: 1.9990
Z=+2: delta_0 from box count: 2.5563 rad
Z=+1: transport cross-section: 0.12216 nm^2
Z=+1: relaxation time: 29.42 fs
Z=+1: mean free path: 32.74 nm
Z=+1: Born resistivity, same q: 1.362 uohm cm
Z=0.01: fitted q / Thomas-Fermi q: 1.0024
Z=0.01: S / Born S: 1.0155
Z=0.1, l<=2: least S, search: 6.8536e-04
Z=0.1, l<=2: least S, formula: 6.8539e-04
Z=1, s and p only: S from 0.2640 to 1.0000
square well: radius 0.15 nm, depth 4.469 eV
square well: resistivity: 2.320 uohm cm
band mass 1.5 m_e: resistivity: 4.414 uohm cm
Z=0.9: resistivity: 3.521 uohm cm
smearing at 300 K: relative change: -1.49e-04
phonon coupling (rough input): 0.40
phonon resistivity at 300 K: 11.68 uohm cm
film thickness: 50 nm
diffuse film: resistivity / bulk: 1.296
interference scale 1/(k_F l): 3.18e-03
mean defect spacing: 1.59 nm
Z=+1 screening length: 0.0482 nm
```
